# Two proofs that multicomponent diffusivities have real positive eigenvalues

A simple model of a ternary alloy, specified below, has the diffusivity matrix

$$D=\begin{pmatrix}8.61&4.93\\-2.01&-0.473\end{pmatrix}\times10^{-15}\ \mathrm{m^2/s}.$$

One diagonal entry is negative, and the off-diagonal entries have opposite signs. For a composition wave of wavenumber $k$, an eigenvalue $\lambda$ of $D$ gives the time factor $e^{-\lambda k^2t}$. If $\lambda$ were complex, the composition would oscillate as it relaxed. If $\lambda$ were negative, the wave would grow, at a rate $|\lambda|k^2$ that rises without limit as the wavelength shrinks. The signs of the entries do not exclude either case. What excludes both is the origin of $D$ as a product of two symmetric positive-definite matrices.

## The diffusion problem

Take $n$ components with mole fractions $x_k>0$, and let component $n$ be dependent, so that $x_n=1-\sum_{i<n}x_i$. Temperature, pressure and molar volume are constant, vacancies are at equilibrium, and stress and gradient energy are neglected. Fluxes are multiplied by the molar volume, so that $\partial x_i/\partial t=-\nabla\cdot J_i$.

Relative to the lattice, let each component respond to its own chemical potential: $J_k^{\rm lat}=-x_kM_k\nabla\mu_k$ with $M_k>0$. This is a model; it omits kinetic cross terms in the lattice frame. In the number-fixed frame the fluxes sum to zero, which requires subtracting the common drift:

$$J_i=J_i^{\rm lat}-x_i\sum_kJ_k^{\rm lat}=\sum_{k=1}^n(\delta_{ik}-x_i)J_k^{\rm lat}.$$

Define $\nu_j=\mu_j-\mu_n$. The Gibbs–Duhem relation $\sum_kx_k\nabla\mu_k=0$ becomes $\nabla\mu_n+\sum_{j<n}x_j\nabla\nu_j=0$, and therefore

$$\nabla\mu_k=\sum_{j<n}(\delta_{jk}-x_j)\nabla\nu_j .$$

Inserting this in the flux gives $J=-L\nabla\nu$ with

$$L_{ij}=\sum_{k=1}^n(\delta_{ik}-x_i)\,x_kM_k\,(\delta_{jk}-x_j).$$

This matrix is symmetric. For a real vector $y$, set $y_n=0$ and $\bar y=\sum_kx_ky_k$. Since $\sum_{i<n}y_i(\delta_{ik}-x_i)=y_k-\bar y$,

$$y^TLy=\sum_{k=1}^nx_kM_k(y_k-\bar y)^2\ge0.$$

The sum vanishes only if every $y_k$ equals $\bar y$. The term $k=n$ then gives $\bar y=0$, so $y=0$. Hence $L$ is positive definite.

The molar free energy $g$ obeys $dg=\sum_k\mu_kdx_k=\sum_{i<n}\nu_idx_i$, because $dx_n=-\sum_{i<n}dx_i$. Thus $\nu_i=\partial g/\partial x_i$ and $\nabla\nu=H\nabla x$, where $H_{ij}=\partial^2g/\partial x_i\partial x_j$ is symmetric. It is positive definite where $g$ has positive curvature in every composition direction, which makes the homogeneous solution stable against small composition changes. The flux is now

$$J=-D\nabla x,\qquad D=LH .$$

For a small deviation $u$ from a uniform composition, the leading order is $\partial u/\partial t=D\nabla^2u$, with $D$ taken at that composition. Since $D^T=(LH)^T=HL$, the matrix $D$ is symmetric only if $L$ and $H$ commute.

The statement to be proved is this: **if $L$ and $H$ are real, symmetric and positive definite, $D=LH$ has real positive eigenvalues and a complete set of eigenvectors.** The proofs use no other property of the lattice model.

### A ternary case

The matrix at the start belongs to a regular solution with round model parameters,

$$g=RT\sum_kx_k\ln x_k+W_{12}x_1x_2+W_{13}x_1x_3+W_{23}x_2x_3,$$

at $x=(0.2,0.3,0.5)$ and $1200$ K, where $RT=9.977$ kJ/mol. The pair parameters are $W_{12}=25$ and $W_{13}=W_{23}=-10$ kJ/mol. Differentiating with $x_3=1-x_1-x_2$ gives, in kJ/mol,

$$\begin{aligned}
H_{11}&=RT(1/x_1+1/x_3)-2W_{13}=89.84,\\
H_{22}&=RT(1/x_2+1/x_3)-2W_{23}=73.21,\\
H_{12}&=RT/x_3+W_{12}-W_{13}-W_{23}=64.95.
\end{aligned}$$

The mobilities are $M_k=D_k^*/RT$, with tracer diffusivities $D_k^*=10,1,1$ in $10^{-15}$ m²/s; the vacancy-wind cross terms between the lattice fluxes are neglected. At a tracer ratio of $10$ they are not small. Manning's random-alloy term for an fcc lattice adds $2x_iD_i^*x_jD_j^*/(7.15\,RT\sum_kx_kD_k^*)$ to the lattice mobility; it would change $D_{22}$ from $-0.473$ to $-0.77$ and give eigenvalues $0.80$ and $8.40$, in $10^{-15}$ m²/s. The added term is symmetric and non-negative, so the statement still applies. For instance,

$$L_{11}=\frac{0.8^2(0.2)(10)+0.2^2(0.3)(1)+0.2^2(0.5)(1)}{RT}\times10^{-15}\ \mathrm{m^2/s},$$

which is $1.315$ in units of $10^{-19}$ m² mol/(J s). In the same units $L_{12}=-0.4931$ and $L_{22}=0.3728$. The eigenvalues of $L$ are $0.162$ and $1.526$ in these units, and those of $H$ are $16.0$ and $147.0$ kJ/mol, so both matrices are positive definite.

The negative entry, in $10^{-15}$ m²/s, is

$$D_{22}=L_{21}H_{12}+L_{22}H_{22}=0.1(-0.4931\times64.95+0.3728\times73.21)=-0.473,$$

where $0.1$ converts the units. A gradient of $x_2$ alone also creates a gradient of $\nu_1$, through $H_{12}$. The negative cross mobility turns this into an uphill flux of component 2 that outweighs the direct downhill flux.

## First derivation: a change of variables

A symmetric positive-definite $L$ can be written as $L=CC^T$ with $C$ real and invertible. To see this, diagonalize $L=Q\Lambda_LQ^T$ with $Q$ orthogonal and take $C=Q\Lambda_L^{1/2}$; the square roots are real because the eigenvalues of $L$ are positive. Any other such factor serves equally well. Then

$$DC=CC^THC=CS,\qquad S=C^THC,$$

and multiplication by $C^{-1}$ from the left gives

$$C^{-1}DC=S .$$

So $D$ and $S$ are similar and have the same eigenvalues. But $S$ is symmetric, because $S^T=C^TH^TC=S$. For any real $z\ne0$ the vector $Cz$ is nonzero, and

$$z^TSz=(Cz)^TH(Cz)>0.$$

By the spectral theorem $S$ has real eigenvalues $\lambda_a$ and orthonormal eigenvectors $z_a$. Each eigenvalue is positive, since $\lambda_a=z_a^TSz_a$. The vectors $v_a=Cz_a$ satisfy $Dv_a=CSz_a=\lambda_av_a$, and they are linearly independent because $C$ is invertible. The set is complete even when eigenvalues coincide. This proves the statement.

The eigenvectors of $D$ need not be perpendicular. Instead

$$v_a^THv_b=z_a^TSz_b=\lambda_b\delta_{ab}.$$

The same variables give bounds. With $v=Cz$ and $z^Tz=v^TL^{-1}v$, an eigenvalue is

$$\lambda=\frac{z^TSz}{z^Tz}=\frac{v^THv}{v^TL^{-1}v}.$$

Let $h_-,h_+$ and $l_-,l_+$ be the smallest and largest eigenvalues of $H$ and $L$. The numerator lies between $h_-v^Tv$ and $h_+v^Tv$, the denominator between $v^Tv/l_+$ and $v^Tv/l_-$. Therefore $l_-h_-\le\lambda\le l_+h_+$.

### The numbers

For two independent components a lower-triangular factor is convenient: $C_{11}=\sqrt{L_{11}}$, $C_{21}=L_{12}/C_{11}$ and $C_{22}=\sqrt{L_{22}-C_{21}^2}$. It gives

$$S=\begin{pmatrix}6.762&1.864\\1.864&1.376\end{pmatrix}\times10^{-15}\ \mathrm{m^2/s}.$$

The traces of $D$ and $S$ agree: $8.611-0.473=6.762+1.376=8.138$. The discriminant of the characteristic polynomial, in $10^{-30}$ m⁴/s², can be written in two ways:

$$\begin{aligned}
(D_{11}-D_{22})^2+4D_{12}D_{21}&=82.5-39.6=42.9,\\
(S_{11}-S_{22})^2+4S_{12}^2&=29.0+13.9=42.9.
\end{aligned}$$

In the first form a negative value looks possible. In the second it is a sum of squares. The eigenvalues, in $10^{-15}$ m²/s, are

$$\lambda_\pm=\tfrac12\left(8.138\pm\sqrt{42.91}\right)=7.344,\ 0.794 .$$

The general bounds are $0.26$ and $22.4$ in the same unit, so here each lies a factor of about $3$ from the nearer eigenvalue.

## Second derivation: free energy as a measure of length

This route leaves $D$ as it is and changes the scalar product. Since $H$ is positive definite, $a^\dagger Hb$ is a scalar product for complex vectors. From $D=LH$,

$$HD=HLH,$$

which is symmetric. In the product defined by $H$, therefore, $D$ is self-adjoint.

Let $Dv=\lambda v$ with $v\neq0$, allowing $\lambda$ and $v$ to be complex. At least one such pair exists, because the characteristic polynomial has a root. Multiply from the left by $v^\dagger H$ and define $w=Hv$, which is nonzero:

$$w^\dagger Lw=\lambda\,v^\dagger Hv,\qquad
\lambda=\frac{w^\dagger Lw}{v^\dagger Hv}.$$

For a real symmetric matrix $A$ and $v=p+iq$ with real $p,q$, the cross terms $i(p^TAq-q^TAp)$ cancel, leaving $v^\dagger Av=p^TAp+q^TAq$. Both numerator and denominator are thus real and positive, and so is $\lambda$. Because $D-\lambda$ is now a real singular matrix, $v$ can be chosen real.

Completeness follows by removing one direction at a time. Consider the vectors $a$ with $v^THa=0$. They form a space one dimension smaller, which does not contain $v$. The matrix $D$ maps this space into itself, since

$$v^TH(Da)=v^THLHa=(HLHv)^Ta=\lambda(Hv)^Ta=\lambda v^THa=0.$$

Within it $D$ again has an eigenvector, to which the same argument applies. Repetition ends with $n-1$ real eigenvectors that are mutually orthogonal in the $H$ product, hence linearly independent. The statement is proved again, without factorizing $L$ and without the spectral theorem.

### What the ratio means

Let the deviation be $u=a(t)\cos kz$, with $\dot a=-k^2Da$. Expand $g$ to second order. The linear term averages to zero over a wavelength, and $\cos^2kz$ averages to one half, so the mean excess free energy per mole is $F=\tfrac14a^THa$. Its rate of change is

$$\dot F=-\tfrac14k^2a^T(D^TH+HD)a=-\tfrac12k^2(Ha)^TL(Ha)\le0,$$

because $D^TH=HD=HLH$. For an eigenvector this reads $\dot F=-2\lambda k^2F$. An eigenvalue measures the dissipation of its mode relative to the free energy stored in it. Stability makes the stored energy positive, and positive mobility makes the dissipation positive.

For a general wave, write $a(0)=\sum_\alpha c_\alpha v_\alpha$ with $v_\alpha^THv_\beta=\delta_{\alpha\beta}$. Then

$$F(t)=\tfrac14\sum_\alpha c_\alpha^2e^{-2\lambda_\alpha k^2t}\le F(0)e^{-2\lambda_-k^2t}.$$

Here $\lambda_-$ is the smallest eigenvalue. No such law holds for the concentration amplitudes. From $\dot a=-k^2Da$ follows $d(a^Ta)/dt=-k^2a^T(D+D^T)a$, and the symmetric part of $D$ may have a negative eigenvalue. Here its eigenvalues are $-0.70$ and $8.84$ in $10^{-15}$ m²/s.

### A wave that first grows

The slow and fast eigenvectors in the example are $v_-=(0.5335,-0.8458)$ and $v_+=(0.9685,-0.2488)$. Their ordinary scalar product is $0.727$. In the $H$ product, $Hv_+=(70.85,44.69)$ kJ/mol, and $v_-^THv_+=37.80-37.80=0$ to the digits carried.

Start a wave of length $10$ µm in component 2, balanced by component 3 while component 1 is uniform: $a(0)=(0,1)$ in units of its small initial amplitude. With $\tau=k^2t$,

$$a_2=p\,e^{-\lambda_+\tau}+(1-p)e^{-\lambda_-\tau}.$$

The initial slope $da_2/d\tau=-D_{22}$ requires $p\lambda_++(1-p)\lambda_-=D_{22}$, hence

$$p=\frac{D_{22}-\lambda_-}{\lambda_+-\lambda_-},\qquad 1-p=\frac{\lambda_+-D_{22}}{\lambda_+-\lambda_-}.$$

Setting $da_2/d\tau=0$ gives $-p\lambda_+e^{-\lambda_+\tau}=(1-p)\lambda_-e^{-\lambda_-\tau}$, or

$$e^{(\lambda_+-\lambda_-)k^2t}=\frac{\lambda_+(\lambda_--D_{22})}{\lambda_-(\lambda_+-D_{22})}
=\frac{7.344\times1.267}{0.794\times7.817}=1.50 .$$

With $k^2=3.948\times10^{11}$ m⁻² the peak comes at $157$ s. The amplitudes are then $a_1=-0.239$ and $a_2=1.013$: component 2 has grown by $1.3\%$ of its initial amplitude. The free energy has nevertheless fallen, to

$$\frac{H_{11}a_1^2+2H_{12}a_1a_2+H_{22}a_2^2}{H_{22}}=\frac{5.1-31.4+75.2}{73.2}=0.668$$

of its initial value, below the general upper bound of $0.9065$. Relative to the start, the cross term with the opposed wave in component 1 lowers the numerator by $31.4$, while the two square terms raise it by only $5.1+2.0$. The amplitudes of the two modes decay throughout, with times $1/(\lambda k^2)$ of $345$ s and $3190$ s.

This was tested by integrating the full nonlinear equations from chemical potentials and lattice fluxes, without forming $L$ or $H$. The amplitudes at the peak agree with the linear theory to the five decimals shown in the numerical output, and the free energy falls at every recorded time.

## What each derivation assumes

Both derivations need symmetric matrices, but they spend positivity differently. The first uses a positive-definite $L$ to construct $C$; the sign of $H$ enters only at the end. The second uses a positive-definite $H$ to define length; the sign of $L$ enters only at the end. Each therefore survives a failure that stops the other.

**Loss of thermodynamic stability.** If $H$ is symmetric but indefinite, the second derivation has no scalar product. The first still gives a symmetric $S$, so the eigenvalues of $D$ remain real and the eigenvectors complete. Moreover $D$ has as many negative eigenvalues as $H$. Suppose $H$ has $r$ of them. Then $y^THy<0$ for all nonzero $y$ in an $r$-dimensional space, and $z^TSz<0$ for all nonzero $z=C^{-1}y$ in a space of the same dimension. If $S$ had fewer than $r$ negative eigenvalues, the span of its other eigenvectors, where $z^TSz\ge0$, would share a nonzero vector with that space, a contradiction. Exchanging $S$ and $H$, with $C^{-1}$ for $C$, gives the reverse inequality.

Since $\det D=\det L\det H$, an eigenvalue of $D$ vanishes where $\det H=0$, at the spinodal. Vary $W_{12}$ with all else fixed, so that $H_{12}=W_{12}+39.95$ kJ/mol. The spinodal condition is $H_{12}^2=H_{11}H_{22}$; on raising $W_{12}$ it is met at $H_{12}=\sqrt{H_{11}H_{22}}=81.10$ kJ/mol, or $W_{12}=41.15$ kJ/mol. The entry $D_{22}$ vanishes much earlier, where $H_{12}=-L_{22}H_{22}/L_{12}$, at $W_{12}=15.40$ kJ/mol. Between these values $D_{22}$ is negative and the solution is locally stable, so a negative diagonal entry does not signal spinodal decomposition. At $W_{12}=50$ kJ/mol the eigenvalues are $-0.60$ and $6.27$ in $10^{-15}$ m²/s: real, with one negative. The growth of very short waves is then no longer described, because gradient energy has been left out.

A positive-definite $H$ is a local condition and does not exclude separation into phases of quite different composition. For $W_{12}=25$ kJ/mol, a search on a composition grid of spacing $0.01$ found no point below the tangent plane. Within this single-phase model and at that resolution, the solution is also stable against finite changes.

**Loss of mobility.** If $L$ is symmetric but only positive semidefinite, $C$ is not invertible and the first derivation stops. The second still gives a complete real set, now with $\lambda\ge0$. In the ternary lattice model one immobile component is not enough for this. With $M_1=0$, the vanishing of $y^TLy$ requires $\bar y=0$ and $y_2=0$, hence $x_1y_1=0$ and $y=0$. With $M_1=M_2=0$ the remaining condition is $x_1y_1+x_2y_2=0$, which has nonzero solutions, and one eigenvalue of $D$ is zero.

If neither matrix is positive definite, symmetry alone does not suffice. Take

$$L=\begin{pmatrix}1&0\\0&s\end{pmatrix},\quad H=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad LH=\begin{pmatrix}0&1\\s&0\end{pmatrix}.$$

For $s=0$ there is one eigenvector direction instead of two; for $s=-1$ the eigenvalues are $\pm i$.

**Loss of reciprocity.** Suppose $y^TLy>0$ for all real $y\ne0$, but $L$ is not symmetric. With $w=p+iq$, the ratio of the second derivation has the numerator

$$w^\dagger Lw=p^TLp+q^TLq+i(p^TLq-q^TLp).$$

Its real part is positive, so for positive-definite $H$ every mode still decays. The imaginary part need not vanish. With $H=1$ and

$$L=\begin{pmatrix}2&1\\-1&2\end{pmatrix},\qquad y^TLy=2(y_1^2+y_2^2),$$

the eigenvalues are $2\pm i$. Completeness can fail as well: with $H=1$, the matrix with $L_{11}=L_{12}=L_{22}=1$ and $L_{21}=0$ has $y^TLy>0$ but only one eigenvector direction. With a positive-definite $H$, positive dissipation secures decay, and Onsager symmetry makes each mode decay without oscillation. The amplitude of a single component is a sum of modes and may still change sign.

**Choice of dependent component.** Neither derivation depends on this choice. New independent fractions are $x'=Ax+\text{const}$ with $A$ invertible, so $J'=AJ$. From $dg=\nu^Tdx=\nu'^TA\,dx$ follows $\nu=A^T\nu'$, hence $L'=ALA^T$ and $H=A^TH'A$. The product is $D'=ALA^TA^{-T}HA^{-1}=ADA^{-1}$, with the same eigenvalues. If component 1 is made dependent in the example, $\nabla x_1=-\nabla x_2-\nabla x_3$ changes the diagonal entry for component 2 to $D_{22}-D_{21}=-0.473+2.008=1.535$. The new matrix, in $10^{-15}$ m²/s, is

$$D'=\begin{pmatrix}1.535&2.008\\2.145&6.602\end{pmatrix}.$$

All its entries are positive. The sign of a diagonal entry thus depends on which fraction is eliminated.

**The converse.** Let $D$ be a real matrix with positive eigenvalues and a complete eigenvector set, with $V$ holding real eigenvectors as columns and $\Lambda$ the eigenvalues. Then

$$D=V\Lambda V^{-1}=(V\Lambda V^T)(V^{-T}V^{-1}),$$

a product of two symmetric positive-definite matrices. A measured $D$ with such a spectrum is therefore compatible with Onsager symmetry but does not demonstrate it, and it does not determine $L$ and $H$. In the example the true mobility has $L_{12}/L_{11}=-0.375$, whereas the first factor above, with eigenvectors of unit length, has $-0.299$. Separating kinetics from thermodynamics requires further information. A free-energy model, for example, supplies $H$ and hence $L=DH^{-1}$. If that $H$ was obtained independently of $D$ and without assuming reciprocity, the symmetry of $L$ is a test of reciprocity, provided $D$ refers to number-fixed fluxes and mole-fraction gradients as defined here. In other frames $DH^{-1}$ need not be symmetric even when reciprocity holds. For the lattice-frame fluxes of the present model its off-diagonal entries are $-x_1x_2M_1$ and $-x_1x_2M_2$, which differ by a factor of $10$ in the example. A volume-fixed $D$ must likewise be converted first when the partial molar volumes differ.

## Calculated quantities

```
random matrix pairs tested, sizes 2 to 6: 500
largest |Im|/max|eigenvalue|: 0.0e+00
nonsymmetric L = [[2,1],[-1,2]], H = 1, eigenvalues: 2.000+1.000j 2.000-1.000j
temperature: 1200 K
RT: 9.9774 kJ/mol
mole fractions x1 x2 x3: 0.20 0.30 0.50
tracer diffusivities 1 2 3: 10.0 1.0 1.0 1e-15 m^2/s
W12 W13 W23: 25.0 -10.0 -10.0 kJ/mol
L11 L12 L22: 1.3150 -0.4931 0.3728 1e-19 m^2 mol/(J s)
eigenvalues of L: 0.1620 1.5259 1e-19 m^2 mol/(J s)
H11 H12 H22: 89.841 64.955 73.213 kJ/mol
eigenvalues of H: 16.042 147.012 kJ/mol
D11 D12 D21 D22: 8.6109 4.9312 -2.0084 -0.4733 1e-15 m^2/s
trace of D: 8.1376 1e-15 m^2/s
determinant of D: 5.8281 1e-30 m^4/s^2
discriminant of D: 42.908 1e-30 m^4/s^2
C11 C21 C22: 3.6263 -1.3598 1.3709 1e-10 m (mol/(J s))^0.5
S11 S12 S22: 6.7617 1.8642 1.3759 1e-15 m^2/s
eigenvalues of D: 0.7936 7.3440 1e-15 m^2/s
lower and upper bound: 0.2598 22.4321 1e-15 m^2/s
eigenvalues of symmetric part of D: -0.7026 8.8402 1e-15 m^2/s
slow eigenvector: 0.5335 -0.8458
fast eigenvector: 0.9685 -0.2488
ordinary dot product of eigenvectors: 0.7272
D22 D23 D32 D33, component 1 dependent: 1.5351 2.0084 2.1447 6.6025 1e-15 m^2/s
L12/L11 true, other factor pair: -0.3750 -0.2991
wavelength: 10.0 micrometre
k^2: 3.9478 1e11 1/m^2
decay times slow, fast: 3191.9 344.9 s
time of peak in component 2: 156.7 s
simulated amplitudes 1, 2 at peak / initial 2: -0.23884 1.01344
linear-theory amplitudes 1, 2 at peak: -0.23884 1.01344
excess free energy at peak / initial: 0.6676
upper bound on that ratio: 0.9065
W12 where D22 = 0: 15.40 kJ/mol
W12 at spinodal: 41.15 kJ/mol
W12 beyond spinodal: 50.0 kJ/mol
eigenvalues of D there: -0.5969 6.2689 1e-15 m^2/s
lowest tangent-plane distance on grid: 0.0 J/mol
its composition x1 x2 x3: 0.20 0.30 0.50
```
